\section*{The Fowler–Nordheim Law and the Barrier from a Simulated Plot, part 1}

(Sections cited here and not found follow in the second part.)

\section{Derivation of the Fowler--Nordheim law}

\subsection{Definitions and conventions}

An emitter fills the half-space $x<0$ and an oxide the half-space $x>0$. The elementary charge is $q>0$, so an electron has charge $-q$. The oxide field has magnitude $F$ and pushes electrons towards $+x$. The symbol $J>0$ denotes the magnitude of the current density carried by electrons moving in that direction.

The emitter is a free-electron metal with mass $m_s$, band bottom at zero energy and Fermi energy $E_F$. The oxide has one parabolic conduction band with mass $m$. Its edge lies at
\begin{equation}
U(x)=E_F+\phi-qFx ,\qquad x>0 ,
\label{eq:edge}
\end{equation}
so the barrier height $\phi$ is measured from the emitter Fermi level to the oxide band edge at the interface.

The model rests on the following assumptions. The field is uniform, which excludes trapped charge and the image force. The interface is smooth, so the wavevector $\mathbf k_\parallel$ parallel to it is conserved. There is no scattering in the oxide and no reflection from the far electrode, whose states are taken to be empty at the energies that matter. The temperature is zero until Section~\ref{sec:limits}. The oxide must be thick enough for an electron to emerge into the oxide conduction band before it reaches the far electrode.

At the interface the wave function $\psi$ and the quantity $\psi'/(\text{mass})$ are continuous. The second condition makes the probability flux $(\hbar/\text{mass})\,\mathrm{Im}(\psi^*\psi')$ continuous when the two masses differ.

\subsection{The barrier seen by one electron}

An electron of total energy $E$ has the wave function $e^{i\mathbf k_\parallel\cdot\mathbf r_\parallel}\psi(x)$. In the oxide its transverse motion has kinetic energy $\hbar^2k_\parallel^2/(2m)$, with the oxide mass. Hence
\begin{equation}
-\frac{\hbar^2}{2m}\psi''+\left[E_F+\phi-qFx+\frac{\hbar^2k_\parallel^2}{2m}\right]\psi=E\psi .
\end{equation}
Define the depth below the Fermi level and the transverse energy in the oxide,
\begin{equation}
\varepsilon=E_F-E,\qquad w=\frac{\hbar^2k_\parallel^2}{2m}.
\label{eq:epsw}
\end{equation}
Moving $E\psi$ to the left and multiplying by $2m/\hbar^2$ gives
\begin{equation}
\psi''=\frac{2m}{\hbar^2}(W-qFx)\psi,\qquad W=\phi+\varepsilon+w .
\label{eq:oxide}
\end{equation}
Both a lower total energy and a larger transverse wavevector raise the effective barrier $W$. The classical exit point is $x=W/(qF)$. Beyond it the bracket in Eq.~\eqref{eq:oxide} is negative and the electron propagates.

\subsection{Transmission through the triangular barrier}

Equation~\eqref{eq:oxide} becomes free of parameters with
\begin{equation}
a=\left(\frac{2mqF}{\hbar^2}\right)^{1/3},\qquad
z=a\left(\frac{W}{qF}-x\right).
\label{eq:scale}
\end{equation}
Two derivatives with respect to $x$ give $a^2\,d^2/dz^2$. The coefficient on the right of Eq.~\eqref{eq:oxide} is $a^3(W/qF-x)=a^2z$. Therefore $d^2\psi/dz^2=z\psi$, which is Airy's equation, with solutions $\mathrm{Ai}(z)$ and $\mathrm{Bi}(z)$.

Far beyond the exit point, $z\to-\infty$. With $\xi=\frac23(-z)^{3/2}$ the standard asymptotic forms are
\begin{align}
\mathrm{Ai}(z)&\simeq\frac{\sin(\xi+\pi/4)}{\sqrt\pi\,(-z)^{1/4}},&
\mathrm{Bi}(z)&\simeq\frac{\cos(\xi+\pi/4)}{\sqrt\pi\,(-z)^{1/4}} .
\end{align}
The combination $u=\mathrm{Bi}+i\,\mathrm{Ai}$ thus behaves as $e^{i(\xi+\pi/4)}$ times a slowly varying amplitude. Since $\xi$ grows with $x$, this is the wave that travels away from the emitter.

Inside a thick barrier $z$ is large and positive. With $\zeta=\frac23z^{3/2}$,
\begin{align}
\mathrm{Ai}(z)&\simeq\frac{e^{-\zeta}}{2\sqrt\pi\,z^{1/4}},&
\mathrm{Bi}(z)&\simeq\frac{e^{\zeta}}{\sqrt\pi\,z^{1/4}} .
\label{eq:inside}
\end{align}
The Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi}$ is constant, because its derivative is $\mathrm{Ai}\,(z\mathrm{Bi})-(z\mathrm{Ai})\,\mathrm{Bi}=0$. To leading order $\mathrm{Bi}'\simeq z^{1/2}\mathrm{Bi}$ and $\mathrm{Ai}'\simeq-z^{1/2}\mathrm{Ai}$, so Eq.~\eqref{eq:inside} fixes its value as $2z^{1/2}\,\mathrm{Ai}\,\mathrm{Bi}=1/\pi$.

Primes on Airy functions mean $d/dz$, and $du/dx=-a(\mathrm{Bi}'+i\,\mathrm{Ai}')$. Consequently
\begin{equation}
\mathrm{Im}\left(u^*\frac{du}{dx}\right)
=-a(\mathrm{Bi}\,\mathrm{Ai}'-\mathrm{Ai}\,\mathrm{Bi}')=\frac a\pi .
\label{eq:flux}
\end{equation}
The sign is positive, as it must be for a wave carrying flux to the right.

In the emitter the wave is $e^{ikx}+Re^{-ikx}$, and in the oxide it is $\tau u$. Let $u_0$ and $u_0'$ be $u$ and $du/dx$ at $x=0$. The two interface conditions are
\begin{align}
1+R&=\tau u_0,&
\frac{ik}{m_s}(1-R)&=\frac{\tau u_0'}{m}.
\label{eq:match}
\end{align}
Put $g=m_s/(mk)$. The second condition then reads $1-R=-ig\tau u_0'$. Adding the first removes $R$:
\begin{equation}
2=\tau(u_0-igu_0') .
\label{eq:tau}
\end{equation}
The transmission $T$ is the transmitted flux, $(\hbar/m)|\tau|^2a/\pi$, divided by the incident flux, $\hbar k/m_s$. Hence $T=ga|\tau|^2/\pi$. The modulus needed in Eq.~\eqref{eq:tau} is
\begin{align}
|u_0-igu_0'|^2
&=|u_0|^2+g^2|u_0'|^2+2\,\mathrm{Re}(-ig\,u_0^*u_0')\nonumber\\
&=|u_0|^2+g^2|u_0'|^2+\frac{2ga}{\pi},
\end{align}
because $\mathrm{Re}(-iC)=\mathrm{Im}\,C$ for any complex $C$, and Eq.~\eqref{eq:flux} supplies the imaginary part. With all Airy functions evaluated at $z_0=aW/(qF)$,
\begin{equation}
T=\frac{4ga/\pi}{\mathrm{Ai}^2+\mathrm{Bi}^2+g^2a^2(\mathrm{Ai}'^2+\mathrm{Bi}'^2)+2ga/\pi}.
\label{eq:airyT}
\end{equation}
No thick-barrier approximation has entered this formula.

For $z_0\gg1$ the terms in $\mathrm{Bi}^2$ and $\mathrm{Bi}'^2$ grow as $e^{2\zeta_0}$ and dominate the denominator. Equation~\eqref{eq:inside} then gives
\begin{equation}
T\simeq\frac{4ga\,e^{-2\zeta_0}}{z_0^{-1/2}+g^2a^2z_0^{1/2}}
=\frac{4ga z_0^{1/2}}{1+g^2a^2z_0}\,e^{-2\zeta_0}.
\end{equation}
From Eq.~\eqref{eq:scale}, $a^2z_0=a^3W/(qF)=2mW/\hbar^2$. This is $\kappa_0^2$, the square of the decay constant at the interface. The transmission becomes
\begin{equation}
T\simeq\frac{4r}{1+r^2}e^{-2\zeta_0},\qquad
r=g\kappa_0=\frac{\hbar\kappa_0/m}{\hbar k/m_s}.
\label{eq:thickT}
\end{equation}
The factor before the exponential measures how well the two sides are matched. Since $(1-r)^2\ge0$, it does not exceed 2.

The exponent follows by inserting $a$:
\begin{equation}
2\zeta_0=\frac43\left(\frac{aW}{qF}\right)^{3/2}
=\frac43\,\frac{\sqrt{2mqF}}{\hbar}\,\frac{W^{3/2}}{(qF)^{3/2}}
=\frac{4\sqrt{2m}\,W^{3/2}}{3\hbar qF}.
\label{eq:exponent}
\end{equation}
The same expression follows from adding up the local decay constant $\kappa(x)=\sqrt{2m(W-qFx)}/\hbar$ as far as the exit point:
\begin{equation}
2\int_0^{W/(qF)}\kappa\,dx
=\frac{2\sqrt{2m}}{\hbar}\left[-\frac{2(W-qFx)^{3/2}}{3qF}\right]_0^{W/(qF)}
=\frac{4\sqrt{2m}\,W^{3/2}}{3\hbar qF}.
\label{eq:action}
\end{equation}
This shows the origin of the power $3/2$. The barrier contributes one factor $W^{1/2}$ through the decay constant and one factor $W$ through its width, which is $W/(qF)$.

\subsection{Sum over the occupied states}

Each spin has $d^3k/(2\pi)^3$ states per unit volume. Their velocity towards the interface is $\hbar k/m_s$, where $k>0$ is the normal wavevector. With two spins,
\begin{equation}
J=2q\int_{k>0,\;E<E_F}\frac{dk\,d^2k_\parallel}{(2\pi)^3}\,
\frac{\hbar k}{m_s}\,T .
\label{eq:ksum}
\end{equation}
In the emitter $E=\hbar^2(k^2+k_\parallel^2)/(2m_s)$. At fixed $k_\parallel$ this gives $dE=\hbar^2k\,dk/m_s$, so $(\hbar k/m_s)\,dk=dE/\hbar$. The velocity cancels the one-dimensional density of states, and
\begin{equation}
J=\frac{q}{\pi\hbar}\int\frac{d^2k_\parallel}{(2\pi)^2}\int d\varepsilon\;T .
\label{eq:energyform}
\end{equation}
Here $|dE|=|d\varepsilon|$, and $\varepsilon$ runs upwards from zero.

The transmission depends on the magnitude of $\mathbf k_\parallel$, so $d^2k_\parallel=2\pi k_\parallel dk_\parallel$. Equation~\eqref{eq:epsw} gives $k_\parallel dk_\parallel=m\,dw/\hbar^2$, and therefore
\begin{equation}
J=\frac{qm}{2\pi^2\hbar^3}\int dw\int d\varepsilon\;T(\varepsilon,w).
\label{eq:double}
\end{equation}
The transverse energy in the emitter is $\hbar^2k_\parallel^2/(2m_s)=(m/m_s)w$. The normal kinetic energy there is $E_F-\varepsilon-(m/m_s)w$. It must be positive, which bounds the region of integration:
\begin{equation}
\varepsilon\ge0,\qquad w\ge0,\qquad
\varepsilon+\frac{m}{m_s}w\le E_F .
\label{eq:region}
\end{equation}

\subsection{Leading order in the field}

Define the field scale
\begin{equation}
b=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar q}.
\label{eq:b}
\end{equation}
With $\delta=\varepsilon+w$, the exponent in Eq.~\eqref{eq:exponent} is $(b/F)(1+\delta/\phi)^{3/2}$. Its expansion to first order in $\delta/\phi$ is
\begin{equation}
2\zeta_0\simeq\frac bF+c(\varepsilon+w),\qquad
c=\frac{3b}{2F\phi}=\frac{2\sqrt{2m\phi}}{\hbar qF}.
\label{eq:linear}
\end{equation}
The energy $1/c$ is the depth over which the transmission falls by a factor $e$. It is proportional to $F$. When $b/F\gg1$ it is small compared with $\phi$, which justifies the expansion.

Suppose also that the Fermi sea is deep:
\begin{equation}
cE_F\gg1,\qquad c\,\frac{m_s}{m}E_F\gg1 .
\label{eq:deep}
\end{equation}
The upper limits in Eq.~\eqref{eq:region} then lie where the integrand is negligible and may be moved to infinity. The matching factor varies slowly over the energy $1/c$, so it may be taken at $\varepsilon=w=0$. There $\kappa_0/m=\sqrt{2\phi/m}/\hbar$ and $k/m_s=\sqrt{2E_F/m_s}/\hbar$, which gives
\begin{equation}
P=\frac{4r_0}{1+r_0^2},\qquad
r_0=\sqrt{\frac{\phi/m}{E_F/m_s}} .
\label{eq:P}
\end{equation}
The two remaining integrals are elementary:
\begin{equation}
\int_0^\infty dw\int_0^\infty d\varepsilon\,e^{-c(\varepsilon+w)}
=\frac1{c^2}=\frac{\hbar^2q^2F^2}{8m\phi}.
\label{eq:supply}
\end{equation}
Inserting this in Eq.~\eqref{eq:double},
\begin{align}
J&=\frac{qm}{2\pi^2\hbar^3}\,
\frac{\hbar^2q^2F^2}{8m\phi}\,P\,e^{-b/F}\nonumber\\
&=P\,\frac{q^3F^2}{16\pi^2\hbar\phi}
\exp\left[-\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar qF}\right].
\label{eq:FN}
\end{align}
This is the Fowler--Nordheim law. One power of $F$ comes from the range of energies that contributes. The other comes from the range of $w$, that is, from the area of the $\mathbf k_\parallel$ plane that contributes; the radius of that area grows only as $F^{1/2}$. The oxide mass cancels from the supply factor because a heavier mass offers more transverse states per unit $w$ while narrowing both energy ranges. It remains in $P$ and, with far greater effect, in the exponent. The cancellation depends on counting the transverse energy in the barrier with the oxide mass, as in Eq.~\eqref{eq:epsw}. A form often used for oxide junctions lets the transmission depend only on the normal energy in the emitter, and its prefactor then carries $m_s/m$. The exponent is the same in both forms.

\subsection{The first correction to the supply factor}

The size of the neglected terms can be found by keeping the full power $3/2$ for a pure exponential transmission, with the matching factor set to a constant. At fixed $\delta=\varepsilon+w$ the allowed values of $\varepsilon$ span a length $\delta$. With $\lambda=b/F$, the ratio of the supply integral to its leading value $1/c^2$ is
\begin{equation}
S=c^2\int_0^\infty\delta\,
e^{-\lambda[(1+\delta/\phi)^{3/2}-1]}\,d\delta .
\end{equation}
Substitute $v=(1+\delta/\phi)^{3/2}-1$. Then $\delta=\phi[(1+v)^{2/3}-1]$ and $d\delta=\frac23\phi(1+v)^{-1/3}dv$, so that
\begin{align}
\delta\,d\delta
&=\tfrac23\phi^2\left[(1+v)^{1/3}-(1+v)^{-1/3}\right]dv\nonumber\\
&=\tfrac49\phi^2\left[v-\tfrac12v^2+O(v^3)\right]dv .
\end{align}
Since $c^2=9\lambda^2/(4\phi^2)$, the integrals $\int_0^\infty v\,e^{-\lambda v}dv=1/\lambda^2$ and $\int_0^\infty v^2e^{-\lambda v}dv=2/\lambda^3$ yield
\begin{equation}
S=1-\frac Fb+O\left(\frac{F^2}{b^2}\right).
\label{eq:correction}
\end{equation}
The variation of the matching factor adds relative terms of order $1/(c\phi)$, $1/(cE_F)$ and $m/(m_scE_F)$; the last arises because $w$ lowers the normal energy in the emitter by $(m/m_s)w$. The next terms of the Airy expansions are of relative order $1/\zeta_0$. For fixed $\phi$, $E_F$ and masses, all of these are proportional to $F$. Equation~\eqref{eq:FN} is therefore the leading low-field form of the current in this model, with a relative error that vanishes linearly with $F$.

\section{The simulated plot, the barrier and the limits}

\subsection{Symbols and results carried over}

The oxide field is $F$, the barrier above the emitter Fermi level is $\phi$, the oxide mass is $m$, and the emitter has mass $m_s$ and Fermi energy $E_F$. The depth of a state below the Fermi level is $\varepsilon$, and $w$ is its transverse energy in the oxide. For a deep Fermi sea and $b/F\gg1$, Eq.~\eqref{eq:FN} reads
\begin{equation}
J=AF^2e^{-b/F},\qquad
A=\frac{Pq^3}{16\pi^2\hbar\phi},\qquad
b=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar q},
\label{eq:short}
\end{equation}
where $P$ is the matching factor of Eq.~\eqref{eq:P}. The transmission falls by a factor $e$ over the energy $1/c=2F\phi/(3b)$.

\subsection{How the plot yields the barrier}

Divide Eq.~\eqref{eq:short} by $F^2$ and take the logarithm. With $X=1/F$,
\begin{equation}
Y=\ln\frac{J}{F^2}=\ln A-bX .
\label{eq:plot}
\end{equation}
The argument of the logarithm is understood as a number in stated units. A change of units moves the intercept and leaves $b$ unchanged as a physical quantity. A straight line of slope $-b$ determines the barrier by inversion of the last part of Eq.~\eqref{eq:short}:
\begin{equation}
\phi=\left(\frac{3\hbar q\,b}{4\sqrt{2m}}\right)^{2/3}.
\label{eq:invert}
\end{equation}
The slope contains the product $\sqrt m\,\phi^{3/2}$ and gives neither factor separately. To obtain the barrier from the slope, the oxide mass must therefore be supplied. The intercept $\ln A$ also depends on $\phi$ and $m$, through $P/\phi$, but only logarithmically, and using it requires $E_F$, $m_s$ and the absolute current density. Only the slope is used below.

This part has derived the Fowler--Nordheim law for the model junction and shown that the slope of $\ln(J/F^2)$ against $1/F$ gives the barrier once the oxide mass is supplied. It remains to test this on simulated currents, to see how the result depends on the mass and the field scale, and to find where the law changes or fails.
